# Gain of a square van der Pauw sensor for small resistivity anisotropy

## Result and conventions

A thin square sheet has edge $L$, thickness $t$ and point contacts at its corners $A(0,0)$, $B(L,0)$, $C(L,L)$, $D(0,L)$. Its resistivity is uniform, with principal values $\rho_x$ and $\rho_y$ along the edges. Two four-terminal resistances are read:

$$R_x=\frac{V_D-V_C}{I}\ \ (I\text{ enters at }A\text{, leaves at }B),\qquad R_y=\frac{V_B-V_C}{I}\ \ (I\text{ enters at }A\text{, leaves at }D).$$

With $\rho=(\rho_x+\rho_y)/2$, define

$$\varepsilon=\frac{\rho_x-\rho_y}{\rho},\qquad \Delta=\frac{R_x-R_y}{(R_x+R_y)/2}.$$

To first order in $\varepsilon$,

$$\boxed{\Delta=S\,\varepsilon,\qquad S=\pi\,\frac{\mathcal C}{\mathcal B}=3.157}$$

$$\mathcal C=\sum_{n\ \rm odd}\frac{\cosh n\pi}{\sinh^2 n\pi},\qquad \mathcal B=\sum_{n\ \rm odd}\frac{1}{n\sinh n\pi}.$$

All sums run over positive odd $n$. The gain $S$ is measured against a pair of equal bars, one cut along $x$ and one along $y$. Their resistances are proportional to $\rho_x$ and $\rho_y$, so their normalised difference is $\varepsilon$. The gain concerns this ratio; the difference in ohms behaves otherwise, as shown below.

## First derivation: rescale the square

**Removing the anisotropy.** The current density is $J_x=-\rho_x^{-1}\partial_x\phi$, $J_y=-\rho_y^{-1}\partial_y\phi$, and charge conservation gives

$$\frac{1}{\rho_x}\partial_x^2\phi+\frac{1}{\rho_y}\partial_y^2\phi=0 .$$

Let $\rho_g=\sqrt{\rho_x\rho_y}$ and introduce

$$x'=x\sqrt{\rho_x/\rho_g},\qquad y'=y\sqrt{\rho_y/\rho_g}.$$

Then $\partial_x^2=(\rho_x/\rho_g)\,\partial_{x'}^2$, and similarly for $y$, so both terms acquire the factor $1/\rho_g$ and $\phi$ obeys Laplace's equation. The current through a horizontal element $dx$ is

$$J_y t\,dx=-\frac{t}{\rho_y}\sqrt{\frac{\rho_y}{\rho_g}}\,\partial_{y'}\phi\;\sqrt{\frac{\rho_g}{\rho_x}}\,dx'=-\frac{t}{\rho_g}\,\partial_{y'}\phi\,dx',$$

because $\sqrt{\rho_x\rho_y}=\rho_g$. The same holds for a vertical element. The sheet is therefore equivalent, with the same terminal currents and voltages, to an isotropic rectangle of resistivity $\rho_g$ and thickness $t$. Its width $a$ and height $b$ have the ratio

$$\lambda=\frac ba=\sqrt{\frac{\rho_y}{\rho_x}} .$$

**Solving the rectangle.** Let $I$ enter at the lower left corner and leave at the lower right. No current crosses the sides or the top, which suggests

$$\phi=\sum_n A_n\cos\frac{n\pi x'}{a}\cosh\frac{n\pi(b-y')}{a}.$$

Each term is harmonic, with zero normal derivative at $x'=0$, $x'=a$ and $y'=b$. On the bottom edge the inflow is

$$-\frac{t}{\rho_g}\,\partial_{y'}\phi\Big|_{y'=0}=I\,[\delta(x')-\delta(x'-a)],$$

where each delta function counts with its full weight, since all the terminal current enters the sheet. Multiplying by $\cos(n\pi x'/a)$ and integrating over the edge gives

$$\frac{t}{\rho_g}A_n\,\frac{n\pi}{a}\sinh\!\Big(\frac{n\pi b}{a}\Big)\,\frac a2=I\,[1-(-1)^n].$$

The right side is $2I$ for odd $n$ and zero for even $n$. Hence, for odd $n$,

$$A_n=\frac{4I\rho_g}{n\pi t\,\sinh(n\pi\lambda)} .$$

On the top edge the hyperbolic cosine is 1. The cosine is $+1$ at $D$ and $-1$ at $C$, so $V_D-V_C=2\sum A_n$ and

$$R_x=\frac{\rho_g}{t}f(\lambda),\qquad f(\lambda)=\frac8\pi\sum_{n\ \rm odd}\frac{1}{n\sinh(n\pi\lambda)} .$$

For $R_y$ the driven edge is the left one, so width and height change roles: $R_y=(\rho_g/t)\,f(1/\lambda)$.

**Expanding.** From $\rho_x=\rho(1+\varepsilon/2)$ and $\rho_y=\rho(1-\varepsilon/2)$,

$$\ln\lambda=\tfrac12\big[\ln(1-\tfrac\varepsilon2)-\ln(1+\tfrac\varepsilon2)\big]=-\frac\varepsilon2+O(\varepsilon^3).$$

Differentiating the series at $\lambda=1$ gives $f'(1)=-8\,\mathcal C$, while $f(1)=8\,\mathcal B/\pi$. Thus

$$\frac{d\ln f}{d\ln\lambda}\Big|_{\lambda=1}=-\frac{\pi\,\mathcal C}{\mathcal B}=-S .$$

The function $\ln f(\lambda)-\ln f(1/\lambda)$ is odd in $\ln\lambda$, so it has no quadratic term:

$$\ln\frac{R_x}{R_y}=-2S\ln\lambda+O(\ln^3\lambda)=S\varepsilon+O(\varepsilon^3).$$

Finally $\Delta=2\tanh\!\big[\tfrac12\ln(R_x/R_y)\big]$, which equals $\ln(R_x/R_y)$ up to cubic terms. Therefore $\Delta=S\varepsilon+O(\varepsilon^3)$.

**The number.** The sums are $\mathcal C=0.087075$ and $\mathcal B=0.086643$, so

$$S=\pi\times\frac{0.087075}{0.086643}=3.157 .$$

The first term of each sum alone gives $\pi\coth\pi=3.153$. The gain is thus mainly the logarithmic slope of $1/\sinh(\pi\lambda)$: the voltage that reaches the far edge is almost entirely the lowest harmonic, and the anisotropy changes the effective distance over which that harmonic decays.

## Absolute size of the readings

A conformal map takes the isotropic rectangle to a half plane and keeps potentials and terminal currents. Let the contacts fall at boundary points $p_A<p_B<p_C<p_D$. A current $I$ entering at $p$ spreads over a half circle, so $\phi=-(\rho_g I/\pi t)\ln|w-p|$ plus a constant. Adding source and sink for each reading gives

$$e^{-\pi tR_x/\rho_g}=\frac{(p_D-p_A)(p_C-p_B)}{(p_D-p_B)(p_C-p_A)},\qquad e^{-\pi tR_y/\rho_g}=\frac{(p_B-p_A)(p_D-p_C)}{(p_D-p_B)(p_C-p_A)} .$$

Multiplying out shows that the two numerators add up to the common denominator. Hence

$$e^{-\pi tR_x/\rho_g}+e^{-\pi tR_y/\rho_g}=1 .$$

For the isotropic square both terms are $1/2$, and

$$R_0=\frac{\ln2}{\pi}\,\frac\rho t=0.2206\,\frac\rho t .$$

The absolute difference is therefore, to first order,

$$R_x-R_y=S\,\frac{\ln 2}{\pi}\,\frac{\rho_x-\rho_y}{t}=0.697\,\frac{\rho_x-\rho_y}{t}.$$

Two bars, each one square long, give $(\rho_x-\rho_y)/t$. At equal current the van der Pauw square thus delivers a smaller voltage difference than the bars, on a much smaller common background.

## Second derivation: reciprocity

This route starts from the isotropic square and asks how each small change of resistivity affects the reading.

**An expression for the reading.** Let $\mathbf J_1,\phi_1$ be the current density and potential when $I$ flows from $A$ to $B$, and $\mathbf J_2,\phi_2$ those when $I$ flows from $D$ to $C$. Let $\hat\rho$ be the symmetric resistivity tensor, so that $\hat\rho\,\mathbf J_1=-\nabla\phi_1$. Since $\nabla\cdot\mathbf J_2=0$,

$$t\!\int\!\mathbf J_2\cdot\hat\rho\,\mathbf J_1\,dA=-t\oint\phi_1\,\mathbf J_2\cdot\mathbf n\,ds=I\,[\phi_1(D)-\phi_1(C)]=I^2R_x .$$

The outward current of the second drive is $-I$ at $D$ and $+I$ at $C$, which fixes the signs.

**Varying the resistivity.** Hold the terminal currents fixed and change $\hat\rho$ by $\delta\hat\rho$. Three terms appear:

$$I^2\delta R_x=t\!\int\!\big[\delta\mathbf J_2\cdot\hat\rho\,\mathbf J_1+\mathbf J_2\cdot\delta\hat\rho\,\mathbf J_1+\mathbf J_2\cdot\hat\rho\,\delta\mathbf J_1\big]dA .$$

In the first, $\hat\rho\,\mathbf J_1$ is a gradient, while $\delta\mathbf J_2$ has no divergence and carries no net current through any contact. Integration by parts gives zero. The third vanishes in the same way, because the symmetry of $\hat\rho$ lets it act on $\mathbf J_2$. What remains is

$$\delta R_x=\frac{t}{I^2}\int\mathbf J_2\cdot\delta\hat\rho\,\mathbf J_1\,dA .$$

The integral converges at the corners: where one field diverges as $1/r$, the other vanishes as $r$.

**The fields.** Set $a=b=L$ and $\rho_g=\rho$ in the series above, and write $u=x/L$, $v=y/L$, $s_n=\sinh n\pi$, $c_n=\cosh n\pi$. Differentiation gives

$$J_{1x}=\frac{4I}{tL}\sum_{n\ \rm odd}\frac{\sin(n\pi u)\cosh[n\pi(1-v)]}{s_n},\qquad J_{1y}=\frac{4I}{tL}\sum_{n\ \rm odd}\frac{\cos(n\pi u)\sinh[n\pi(1-v)]}{s_n}.$$

Reflection in the horizontal midline produces the second drive: $J_{2x}(u,v)=J_{1x}(u,1-v)$ and $J_{2y}(u,v)=-J_{1y}(u,1-v)$.

**The integrals.** Over $0<u<1$ the products of sines, and of cosines, vanish for unequal $n$ and give $1/2$ for equal $n$. The remaining integrals follow from the product formulas for hyperbolic functions:

$$\int_0^1\!\cosh[n\pi(1-v)]\cosh(n\pi v)\,dv=\frac12\Big(c_n+\frac{s_n}{n\pi}\Big),$$

$$\int_0^1\!\sinh[n\pi(1-v)]\sinh(n\pi v)\,dv=\frac12\Big(c_n-\frac{s_n}{n\pi}\Big).$$

The prefactors combine to $(t/I^2)(4I/tL)^2L^2\times\tfrac12\times\tfrac12=4/t$. For uniform changes $\delta\rho_x$ and $\delta\rho_y$,

$$\delta R_x=\frac4t\sum_{n\ \rm odd}\left[\delta\rho_x\Big(\frac{c_n}{s_n^2}+\frac1{n\pi s_n}\Big)-\delta\rho_y\Big(\frac{c_n}{s_n^2}-\frac1{n\pi s_n}\Big)\right].$$

In terms of the two sums this is $(4/t)\,[(\mathcal B/\pi)(\delta\rho_x+\delta\rho_y)+\mathcal C(\delta\rho_x-\delta\rho_y)]$. Dividing by $R_0=8\rho\,\mathcal B/(\pi t)$ gives

$$\frac{\delta R_x}{R_0}=w_x\frac{\delta\rho_x}\rho+w_y\frac{\delta\rho_y}\rho,\qquad w_x=\frac{1+S}2=2.079,\quad w_y=\frac{1-S}2=-1.079 .$$

Exchanging the axes exchanges the weights for $R_y$. Subtraction gives $\Delta=(w_x-w_y)\,\varepsilon=S\varepsilon$, as before.

**Meaning of the weights.** Their sum is 1, because a common change of resistivity must scale the reading by the same factor. The difference exceeds 1 because $w_y$ is negative. In the left half of the sheet the current driven from $A$ rises, whereas that driven from $D$ descends; in the right half both directions reverse. The $y$ components therefore oppose each other, while the $x$ components agree. A larger $\rho_y$ hinders the spread of current towards the far edge and lowers the voltage there.

**Rotated axes.** A shear component $\delta\rho_{xy}$ multiplies $J_{2x}J_{1y}+J_{2y}J_{1x}$. For odd $n$ the sines are even and the cosines odd about $u=1/2$, so this integral vanishes. By the exchange of axes it vanishes for $R_y$ too. If the principal axes are turned by $\varphi$ from the edges, $\rho_{xx}-\rho_{yy}$ is the principal difference times $\cos2\varphi$, and

$$\Delta=S\,\varepsilon\cos2\varphi$$

to first order, with $\varepsilon$ now formed from the principal values. At $45^\circ$ $\Delta$ vanishes at every order in the anisotropy (the common value of the two readings still changes at second order), because reflection in the diagonal $AC$ then leaves the sheet unchanged and exchanges $R_x$ with $R_y$.

## What each derivation assumes

Both assume a thin ohmic sheet without leakage, point contacts at the corners and a symmetric resistivity tensor, hence no magnetic field. Both also use the cosine series for the potential, so they are not independent in that part.

The rescaling needs uniform resistivity and, in the form used here, principal axes along the edges (turned axes map the square to a parallelogram, which the cosine series does not solve), but not small anisotropy. It therefore shows where linearity ends. The ratio $\Delta/\varepsilon$ falls below $S$ by 0.70 % at $\varepsilon=0.1$, by 5.9 % at 0.3 and by 15 % at 0.5. In the limit $\rho_x\gg\rho_y$, $\lambda\to0$ and $\sinh(n\pi\lambda)\approx n\pi\lambda$ in the leading terms. With $\sum 1/n^2=\pi^2/8$ over odd $n$, this gives $f\to1/\lambda$ and $R_x\to\rho_x/t$, the resistance of a one-square bar. Meanwhile $R_y$ becomes exponentially small. Then $\Delta$ and $\varepsilon$ both tend to 2, and no amplification is left.

The reciprocity argument needs a small change, but allows any orientation. Before the last integration it also allows $\delta\hat\rho$ to vary over the sheet, so it describes non-uniform stress.

A finite-element solution of the anisotropic sheet uses neither the rescaling nor the series. At $\varepsilon=0.02$ it gives a gain of 3.1573 with aligned axes and 1.5790 at $30^\circ$, where the formula gives $3.157\times0.5=1.579$. For the strong case $\rho_x=1.5$, $\rho_y=0.7$ (arbitrary units) it gives $tR_x=0.6215$ and $tR_y=0.0525$, in agreement with $f$.

## A stress sensor

Consider a diffused p-type stress sensor on a packaged chip, with round parameters that are rough for this class of device: hole density $10^{18}\ \mathrm{cm^{-3}}$, mobility 150 cm²/Vs, thickness 1 µm and edge 100 µm. The doping is taken as uniform through the thickness, whereas a real diffused layer is graded in depth. The resistivity is

$$\rho=\frac1{(1.602\times10^{-19})(10^{18})(150)}=0.0416\ \Omega\,\mathrm{cm},$$

and division by $10^{-4}$ cm gives a sheet resistance of 416.1 Ω per square. The isotropic reading is $0.2206\times416.1=91.8$ Ω.

A stress of 20 MPa acts along $x$. The edges lie along ⟨110⟩ directions of a (001) silicon wafer, where rough piezoresistive coefficients are $0.70$ (longitudinal) and $-0.65$ (transverse) in 1/GPa. These are close to the values for lightly doped silicon; at $10^{18}\ \mathrm{cm^{-3}}$ they may be lower by up to about 15 %, and the signal with them. For edges along ⟨100⟩ they are far smaller, and so is the signal. The relative changes are $0.70\times0.020=0.0140$ for $\rho_x$ and $-0.0130$ for $\rho_y$. Hence $\varepsilon=2.70\,\%$, and the linear law predicts $\Delta=3.157\times2.699\,\%=8.52\,\%$. The full series gives $R_x=95.82$ Ω, $R_y=87.99$ Ω and the same 8.52 %.

At 0.1 mA the two voltages differ by 0.783 mV. Two one-square bars carrying the same current would differ by 1.123 mV, but on a resistance of about 416 Ω instead of 92 Ω.

Real devices depart from the model in several ways, sized here for these numbers:

- **Contacts.** Perfectly conducting L-shaped corner contacts with 10 µm legs lower the gain by about 3 %, to roughly 3.06. This is the point-contact assumption failing.
- **Temperature.** If the piezoresistive coefficients fall by a rough 0.2 % per kelvin, a rise of 40 K at fixed stress lowers the normalised difference $\Delta$ by 8 %. At this moderate doping the coefficients vary roughly as $1/T$, so the loss can be nearer 11 %. The voltage difference at fixed current also follows the change of resistivity with temperature. The geometric factor $S$ does not change.
- **Edge mismatch.** A width larger than the height by a small fraction $m$ gives $\ln\lambda\approx-m$, the same as an anisotropy $2m$. An excess of 0.1 µm thus produces an offset $2\times0.001\times3.157=0.63\,\%$, or 7.4 % of the signal. Subtracting a zero-stress reading removes it to first order, provided it stays constant.
- **Strain.** With a Young modulus of 170 GPa and a Poisson ratio of 0.1 (rounded up from about 0.06 for these edge directions), the sheet lengthens by $1.18\times10^{-4}$ along $x$ and narrows along $y$. This change of shape adds about 1 % of the signal.
- **Misalignment.** Turning the anisotropy axes by $2^\circ$, at fixed anisotropy, costs $1-\cos4^\circ=0.24\,\%$. If edges and stress are turned together away from ⟨110⟩, the anisotropy itself also shrinks and the loss roughly doubles.

For this sensor, temperature and edge mismatch thus matter far more than the nonlinearity, which is 0.05 % of the signal. The numerical output below lists the values in full.

## Computed results

```
GAIN
sum of cosh/sinh^2, odd n: 0.087075
sum of 1/(n sinh), odd n: 0.086643
gain S: 3.15725
leading term pi*coth(pi): 3.15335
gain from finite elements: 3.1573
gain at 30 deg, finite elements: 1.5790
weights w_x, w_y: 2.0786, -1.0786
weights, finite elements: 2.0791, -1.0791
isotropic reading R_0*t/rho: 0.22064
absolute factor S*ln2/pi: 0.6966
strong case rho_x, rho_y: 1.5, 0.7
  series R_x*t, R_y*t: 0.62153, 0.05253
  finite elements: 0.62149, 0.05248
departure from linear at eps=0.1: -0.70 %
departure from linear at eps=0.3: -5.91 %
departure from linear at eps=0.5: -14.74 %
EXAMPLE INPUTS
hole density: 1.0e+18 cm^-3
mobility: 150 cm2/Vs
thickness, edge: 1.0, 100 um
pi_long, pi_trans: 0.70, -0.65 1/GPa
stress along x: 20 MPa
drive current: 0.1 mA
EXAMPLE RESULTS
resistivity: 0.04161 ohm cm
sheet resistance: 416.1 ohm/square
relative change of rho_x, rho_y: 0.0140, -0.0130
anisotropy eps: 2.699 %
unstressed reading R_0: 91.81 ohm
R_x, R_y: 95.82, 87.99 ohm
normalised difference: 8.516 %
linear prediction S*eps: 8.520 %
voltage difference, square: 0.783 mV
voltage difference, two bars: 1.123 mV
NEGLECTED EFFECTS
nonlinearity: -0.051 % of signal
Young modulus, Poisson ratio: 170 GPa, 0.1
strain along x: 1.18e-04
shape change by strain: 0.96 % of signal
edge mismatch: 0.1 um
  zero-stress offset: 0.631 %
  offset over signal: 7.4 %
misalignment 2 deg: -0.24 % of signal
contact leg length: 10 um
  gain shift, coarse mesh: -3.201 %
  gain shift, fine mesh: -3.159 %
loss of pi coefficients: 0.2 %/K
  signal change for +40 K: -8.0 %
```
